# The Landau Condition and First-Order Transitions from a Cubic Invariant

Suppose the free energy of a high-symmetry crystal can be calculated at several temperatures, and the temperature at which it distorts is wanted. One route follows the curvature of the free energy against the distortion and takes the temperature where it vanishes. The other computes the free energies of both phases and finds where they are equal, which costs more because the distorted phase must be treated as well. The first route is right for a continuous transition. If the free energy contains a term of third order in the distortion, then in mean-field theory it gives the limit of stability of the undistorted phase instead, and the transition lies at a higher temperature. A sum over group characters tells whether symmetry allows such a term. Within mean-field theory the absence of the term is necessary for a line of continuous transitions but does not guarantee one.

## Setting and result

Let $G$ be the symmetry group of the disordered phase. The order parameter $\eta=(\eta_1,\dots,\eta_d)$ is zero in that phase and transforms under $g\in G$ by real orthogonal matrices $D(g)$ with character $\chi(g)=\mathrm{tr}\,D(g)$. The representation is irreducible over the real numbers and is not the identity representation. For a crystal, periodic boundary conditions make $G$ finite.

Let $f(\eta,T)$ be the molar free energy at fixed pressure, measured from the disordered phase. The treatment is mean field: $\eta$ is uniform, its fluctuations are neglected, and $f$ is a power series in $\eta$. Every term must be invariant under $G$.

There is no linear term, because its coefficients would form an invariant vector, which an irreducible representation other than the identity does not contain. A quadratic term $\eta^{\mathsf T}S\eta$ needs a symmetric matrix $S$ that commutes with every $D(g)$. Each eigenspace of $S$ is then an invariant subspace, and irreducibility leaves a single eigenspace, so $S$ is a multiple of the unit matrix. With $\eta=r\,n$ and $|n|=1$,
$$f=\frac A2 r^2-\frac{b(n)}3 r^3+\frac{c(n)}4 r^4,\qquad A=a(T-T_0),\quad a>0. \tag{1}$$

The function $b(n)$ is a combination of $n_3$ independent cubic invariants, where
$$n_3=\frac1{|G|}\sum_{g}\frac{\chi(g)^3+3\chi(g)\chi(g^2)+2\chi(g^3)}6. \tag{2}$$

The Landau condition is $n_3=0$. A continuous transition needs $A=0$ together with $b(n)=0$ for all $n$, which makes $1+n_3$ conditions on pressure and temperature. If $n_3=0$, one condition can hold along a line. If $n_3=1$, two conditions generically leave isolated points.

For one cubic invariant of strength $B=\max_n b(n)$ and an isotropic quartic term $C$, both positive and independent of $T$, the results are
$$\eta_c=\frac{2B}{3C},\quad T_c=T_0+\frac{2B^2}{9aC},\quad L=\frac{2aB^2T_c}{9C^2},\quad T_1=T_0+\frac{B^2}{4aC}. \tag{3}$$
Here $\eta_c$ is the jump, $L$ the latent heat, and $T_0$ and $T_1$ are the spinodals, where the disordered and the ordered phase lose local stability.

## First derivation: eigenvalues and a completed square

**Counting.** Cubic polynomials in $\eta$ transform as the symmetric cube of $D$; for orthogonal matrices the passage to the dual representation changes nothing. Let $\lambda_i$ be the eigenvalues of $D(g)$. In the eigenbasis the monomials with $i\le j\le k$ are multiplied by $\lambda_i\lambda_j\lambda_k$, so the character of the symmetric cube is
$$\chi_{[3]}=\sum_{i\le j\le k}\lambda_i\lambda_j\lambda_k=S_1+S_2+S_3,$$
$$S_1=\sum_i\lambda_i^3,\quad S_2=\sum_{i\ne j}\lambda_i^2\lambda_j,\quad S_3=\sum_{i<j<k}\lambda_i\lambda_j\lambda_k.$$
Since $\chi(g^m)=\sum_i\lambda_i^m$, multiplying out gives
$$\chi(g)^3=S_1+3S_2+6S_3,\quad \chi(g)\chi(g^2)=S_1+S_2,\quad \chi(g^3)=S_1.$$
In the combination $\chi(g)^3+3\chi(g)\chi(g^2)+2\chi(g^3)$ the coefficients are $1+3+2=6$ for $S_1$, $3+3=6$ for $S_2$, and $6$ for $S_3$. Dividing by six gives $\chi_{[3]}$.

The group average $P$ of the matrices of any representation projects on its invariants. A further group operation relabels the sum, so everything in the image of $P$ is invariant, and $P$ leaves each invariant vector unchanged. The trace of a projector is the dimension of its image, which proves (2).

**Application to $O_h$.** Inversion reverses a cubic term built from an odd representation, so $n_3=0$ for all of those. For even representations the 24 proper rotations suffice, since each improper operation repeats the character of a proper one.

| Class | Size | $\chi$, $E_g$ | $\chi_{[3]}$, $E_g$ | $\chi$, $T_{2g}$ | $\chi_{[3]}$, $T_{2g}$ |
|---|---|---|---|---|---|
| $E$ | 1 | 2 | 4 | 3 | 10 |
| $C_3$ | 8 | −1 | 1 | 0 | 1 |
| $C_2$ | 3 | 2 | 4 | −1 | −2 |
| $C_4$ | 6 | 0 | 0 | −1 | 0 |
| $C_2'$ | 6 | 0 | 0 | 1 | 2 |

For example, a threefold rotation in $E_g$ has $\chi(g)=\chi(g^2)=-1$ and $\chi(g^3)=2$, so $\chi_{[3]}=(-1+3+4)/6=1$. The averages are
$$n_3(E_g)=\frac{4+8+12}{24}=1,\qquad n_3(T_{2g})=\frac{10+8-6+0+12}{24}=1.$$
The same sum gives zero for $A_{2g}$ and $T_{1g}$. Being even under inversion is therefore not enough to produce a cubic invariant.

**The transition.** Suppose $b$ is not identically zero. It is odd, $b(-n)=-b(n)$, so some direction has $b>0$. At $A=0$ and small $r$ in that direction, $f\approx-br^3/3<0$. By continuity $f$ stays negative at that same point for small positive $A$, although the origin is then a local minimum. The disordered phase has thus already lost the global minimum to a state at finite distance, and the transition is first order. This argument does not depend on the terms beyond third order, provided $f$ is bounded below.

To locate the transition, truncate at fourth order with $c(n)>0$ and complete the square in $r$:
$$\frac f{r^2}=\frac A2-\frac b3r+\frac c4r^2=\frac c4\left(r-\frac{2b}{3c}\right)^2+\frac A2-\frac{b^2}{9c}. \tag{4}$$
The cross term of the square is $-\frac c4\cdot\frac{4b}{3c}r=-\frac b3r$, and its constant $\frac c4\cdot\frac{4b^2}{9c^2}=\frac{b^2}{9c}$ is subtracted again. Where $b>0$ the square can vanish at positive $r$, so $f\ge0$ along that direction requires $A\ge2b^2/(9c)$. Directions with $b<0$ add nothing, because the opposite direction has the same $b^2/c$. Hence
$$A_c=\max_n\frac{2\,b(n)^2}{9\,c(n)}. \tag{5}$$

For $E_g$ write $\eta=(u,v)$, where $u$ transforms as $2z^2-x^2-y^2$ and $v$ as $\sqrt3(x^2-y^2)$. The matrices $D(g)$ rotate the $(u,v)$ plane by multiples of $120^\circ$ or reflect it in the axis $v=0$ and its two rotated copies. With $u+iv=re^{i\varphi}$, the real part of $(u+iv)^3$ survives all of them, so the cubic invariant is $u^3-3uv^2=r^3\cos3\varphi$. The computed number of quartic invariants is one, and it must be $r^4$. Thus
$$f=\frac A2r^2-\frac B3r^3\cos3\varphi+\frac C4r^4. \tag{6}$$
Replacing $\eta$ by $-\eta$ reverses the sign of the cubic term, so $B>0$ is a convention. With $b=B\cos3\varphi$ and $c=C$, the maximum in (5) lies at $\cos3\varphi=\pm1$ and gives $A_c=2B^2/(9C)$. The square vanishes at positive $r$ for $\cos3\varphi=1$, where $r=2B/(3C)=\eta_c$. These are three equivalent tetragonal domains. Dividing $A_c$ by $a$ gives $T_c-T_0$.

**Latent heat from the entropy.** In equilibrium $\partial f/\partial\eta=0$, so the total temperature derivative of $f$ equals the one at fixed $\eta$. The entropy relative to the disordered phase is $-\partial f/\partial T=-ar^2/2$. On heating through $T_c$ the entropy rises by $a\eta_c^2/2$, so
$$L=T_c\,\frac{a\eta_c^2}2=\frac{aT_c}2\cdot\frac{4B^2}{9C^2}=\frac{2aB^2T_c}{9C^2}.$$
If $B$ and $C$ varied with temperature, the relative entropy would gain $B'\eta^3/3-C'\eta^4/4$, with primes for temperature derivatives.

**Numbers.** Take a model with dimensionless $\eta$, $a=20$ J/(mol K), $T_0=300$ K, $B=900$ J/mol and $C=3000$ J/mol. Then
$$A_c=\frac{2\cdot900^2}{9\cdot3000}=60\ \text{J/mol},\qquad T_c=300+\frac{60}{20}=303\ \text{K},\qquad \eta_c=\frac{2\cdot900}{3\cdot3000}=0.20.$$
The entropy jump is $20\cdot0.20^2/2=0.40$ J/(mol K), and $L=303\cdot0.40=121.2$ J/mol, or 1.256 meV per formula unit. The numerical check reproduces the transition temperature and the jump by minimizing (6) on a grid over both components, and the latent heat from the temperature slope of the minimum along $v=0$, all within its stated tolerances.

## Second derivation: permutations and stationary points

**Counting.** A cubic form $\sum t_{ijk}\eta_i\eta_j\eta_k$ depends on the symmetric part of $t$ alone. That part is selected by the projector $\Pi=\frac16\sum_\pi\pi$, a sum over the six permutations of the indices. Since $\Pi$ commutes with $D\otimes D\otimes D$, the trace on symmetric tensors is the trace of $\Pi\,(D\otimes D\otimes D)$ on all tensors. The permutations contribute as follows.

- The identity gives $\sum D_{ii}D_{jj}D_{kk}=\chi(g)^3$.
- Each of the three exchanges gives $\sum D_{ij}D_{ji}D_{kk}=\chi(g^2)\chi(g)$.
- Each of the two cyclic permutations gives $\sum D_{ij}D_{jk}D_{ki}=\chi(g^3)$.

One sixth of the total is $\chi_{[3]}$, and the group average gives (2) again.

**Modulated order.** In a crystal $G$ includes translations. A translation by $t$ multiplies a product of three waves by the phase $e^{\pm i(k_1+k_2+k_3)\cdot t}$, where the sign in the exponent is a convention, so a cubic term requires the three wavevectors to add to a reciprocal-lattice vector.

Consider modulations of the occupation of the lattice points of an fcc lattice with cube edge 1. The X star has the wavevectors $2\pi(1,0,0)$, $2\pi(0,1,0)$ and $2\pi(0,0,1)$. Their sum $2\pi(1,1,1)$ is a reciprocal-lattice vector, and rotations merely permute the three amplitudes, so $\eta_1\eta_2\eta_3$ is invariant. The L star consists of vectors $\pi(\pm1,\pm1,\pm1)$. Any three of them add to a vector whose components are odd multiples of $\pi$, whereas reciprocal-lattice vectors have components that are multiples of $2\pi$. Formula (2), evaluated with rotations and translations together, gives $n_3=1$ for X and $n_3=0$ for L. The condition on the wavevectors is necessary but not sufficient. On the tetrahedral sites $(\pm\frac14,\pm\frac14,\pm\frac14)$ of the same lattice, the X waves $\sin2\pi x$, $\sin2\pi y$ and $\sin2\pi z$ change sign under inversion, so $n_3=0$ for them although their wavevectors add to a reciprocal-lattice vector.

**Stationary points.** Return to (6). The angular derivative is $\partial f/\partial\varphi=Br^3\sin3\varphi$, so every stationary point away from the origin has $\sin3\varphi=0$. These directions form three lines through the origin, equivalent by symmetry. On the line $v=0$, with $u$ of either sign,
$$f(u,0)=\frac A2u^2-\frac B3u^3+\frac C4u^4,\qquad \frac{\partial f}{\partial u}=u\,(A-Bu+Cu^2)=0.$$
The non-zero solutions are
$$u_\pm=\frac{B\pm\sqrt{B^2-4AC}}{2C}. \tag{7}$$

Their stability follows from the second derivatives. Differentiating (6), written in $u$ and $v$, twice at $v=0$ gives
$$f_{uu}=A-2Bu+3Cu^2,\qquad f_{vv}=A+2Bu+Cu^2,\qquad f_{uv}=0.$$
Inserting $A=Bu-Cu^2$ turns these into
$$f_{uu}=u\,(2Cu-B),\qquad f_{vv}=3Bu. \tag{8}$$
At $u_+$ the bracket equals $\sqrt{B^2-4AC}$, so both curvatures are positive and $u_+$ is a minimum for as long as the root is real and non-zero. It disappears when $u_+$ and $u_-$ merge, at $A=B^2/(4C)$ and $u=B/(2C)$. This is the upper spinodal $T_1$. At the origin both curvatures equal $A$, so the disordered phase loses stability at $A=0$, the lower spinodal $T_0$.

**Coexistence.** At $T_c$ the ordered minimum has $f=0$. Dividing by $u^2$ and inserting $A=Bu-Cu^2$,
$$0=\frac{Bu-Cu^2}2-\frac{Bu}3+\frac{Cu^2}4=\frac{Bu}6-\frac{Cu^2}4,$$
so $u=2B/(3C)=\eta_c$. Then
$$A_c=B\eta_c-C\eta_c^2=\frac{2B^2}{3C}-\frac{4B^2}{9C}=\frac{2B^2}{9C},$$
as before. The two intervals have the fixed ratio
$$\frac{T_1-T_0}{T_c-T_0}=\frac{1/4}{2/9}=\frac98.$$
In this model most of the hysteresis range therefore lies below $T_c$, where the disordered phase is metastable.

**Latent heat from the enthalpy.** The enthalpy relative to the disordered phase is $h=f-T\,\partial f/\partial T$. The terms in $T$ cancel in the quadratic part, leaving
$$h=-\frac{aT_0}2u^2-\frac B3u^3+\frac C4u^4.$$
At coexistence $f=0$ gives $-\frac B3u^3+\frac C4u^4=-\frac{A_c}2u^2=-\frac a2(T_c-T_0)u^2$. Hence $h=-aT_c\eta_c^2/2$, and the heat absorbed on leaving the ordered phase is $L=-h=aT_c\eta_c^2/2$, in agreement with the entropy route.

**Barrier.** At $A=A_c$ equation (4) reduces on this line to $f(u,0)=\frac C4u^2(u-\eta_c)^2$. Between the two minima the product $u(\eta_c-u)$ is largest at $u=\eta_c/2$, where it equals $\eta_c^2/4$. The barrier is
$$\Delta f=\frac C4\cdot\frac{\eta_c^4}{16}=\frac{C}{64}\cdot\frac{16B^4}{81C^4}=\frac{B^4}{324C^3}.$$
No path through the $(u,v)$ plane has a lower pass. Every path from the origin to an ordered minimum crosses the circle $r=\eta_c/2$, and on that circle $f$ is smallest where $\cos3\varphi=1$. The barrier refers to a uniform change of $\eta$ and says nothing about nucleation through an interface.

**Numbers.** For the same parameters
$$T_1=300+\frac{900^2}{4\cdot20\cdot3000}=303.375\ \text{K}.$$
The ordered value of $\eta$ falls from 0.30 at $T_0$ to 0.20 at $T_c$ and 0.15 at $T_1$, where the metastable ordered phase ends. The barrier at $T_c$ is $3000\cdot0.20^4/64=0.075$ J/mol. In the ordered phase at $T_c$ the curvature is 60 J/mol along $u$ and $3\cdot900\cdot0.20=540$ J/mol along $v$.

Below $T_0$ the root $u_-$ is negative. At 298 K it lies at $u=-0.039$, with curvature $+44.6$ J/mol along $u$ and $-106.1$ J/mol along $v$. A plot of $f(u,0)$ alone shows a minimum there, but the state is a saddle and slides towards one of the neighbouring domains. A calculation that constrains the distortion to $v=0$ would report it as a metastable phase.

## What each derivation assumes

The two counts differ little. The eigenvalue argument uses an eigenbasis, which orthogonal matrices have over the complex numbers. The permutation argument needs no diagonalization and holds for any square matrix.

The thermodynamic parts differ more. The completed square requires the quartic truncation and $c(n)>0$, but it accepts any number of components and any dependence on direction. It compares the disordered phase with all other states at once, so the radial problem is solved in closed form and only the maximum (5) over directions has to be found. An example is the $T_{2g}$ model
$$f=\frac A2r^2-xyz+\frac{r^4}4-\frac{x^4+y^4+z^4}8,$$
for which $b=3n_xn_yn_z$ and $c=1-\frac12(n_x^4+n_y^4+n_z^4)$. Along $(1,1,1)/\sqrt3$ these are $b=1/\sqrt3$ and $c=5/6$, so $2b^2/(9c)=4/45=0.0889$. A scan of (5) over directions gives a maximum of 0.0889, and so does a direct search over $(x,y,z)$ that does not use (5). What the completed square does not supply is the limit of metastability.

The stationary-point route supplies the spinodals, the curvatures and the saddles, but it needs the explicit angular form of $f$. Its claim to have found the equilibrium state rests on two facts: the condition $\sin3\varphi=0$ lists every stationary direction, and $C>0$ guarantees that a global minimum exists. With several quartic invariants the list must be made anew.

Both routes share the truncation, which is reliable when $\eta_c$ is small enough for fifth and higher orders to be negligible, that is, when, with the further terms written as $c_5r^5/5$, $c_6r^6/6$ and so on, the products $c_5\eta_c$, $c_6\eta_c^2$, … with $\eta_c=2B/(3C)$ are small compared with $C$. To first order the fifth-order term adds $c_5\eta_c^5/5$ to $f$ at the ordered minimum and shifts $A_c=C\eta_c^2/2$ by $-2c_5\eta_c^3/5$, a relative change of $-\frac45c_5\eta_c/C$. The jump is more sensitive. At coexistence $f/r^2$ has a double zero, so $-B/3+Cr/2+3c_5r^2/5=0$. To first order this changes $\eta_c$ by the fraction $-\frac65c_5\eta_c/C$ and the entropy jump $a\eta_c^2/2$ by the fraction $-\frac{12}5c_5\eta_c/C$. As $B\to0$ the jump vanishes as $B$, the interval $T_c-T_0$ and the latent heat as $B^2$, and the barrier as $B^4$. At $B=0$ with $C>0$, equation (6) gives $r^2=-A/C$ below $T_0$, which grows continuously from zero.

The Landau condition is necessary for this behaviour along a line of transitions, but it is not sufficient. If $b=0$ and $c(n)<0$ in some direction, then $f\approx cr^4/4<0$ at $A=0$, and the argument used for the cubic term again gives a first-order transition. Both derivations also neglect fluctuations of $\eta$, so where these are strong, neither settles the order of the transition, and even the necessity of the condition can fail: the three-state Potts model in two dimensions has the symmetry of (6), cubic invariant included, and its transition is continuous.

## Table of computed values

```
Number of cubic invariants n3, irreps of O_h:
  A1g: 1
  A2g: 0
  Eg: 1
  T1g: 0
  T2g: 1
  A1u: 0
  A2u: 0
  Eu: 0
  T1u: 0
  T2u: 0
fcc waves, n3: X star 1, L star 0
Quartic invariants: Eg 1, T2g 2
Eg: class, size, chi(g), chi(g^2), chi(g^3), sym. cube
  E     1    2    2    2    4
  C3    8   -1   -1    2    1
  C2    3    2    2    2    4
  C4    6    0    2    0    0
  C2'   6    0    2    0    0
T2g: class, size, chi(g), chi(g^2), chi(g^3), sym. cube
  E     1    3    3    3   10
  C3    8    0    0    3    1
  C2    3   -1    3   -1   -2
  C4    6   -1   -1   -1    0
  C2'   6    1    3    1    2
T2g model, threshold A_c: directions 0.08889, brute force 0.08889
Input: a = 20 J/(mol K), T0 = 300 K, B = 900 J/mol, C = 3000 J/mol
A at transition = 60.00 J/mol
Tc = 303.0000 K (minimization: 303.0000 K)
Jump eta_c = 0.2000 (minimization grid: 0.2000)
Entropy jump = 0.4000 J/(mol K)
Latent heat = 121.200 J/mol (numerical slope: 121.199 J/mol)
Latent heat = 1.2561 meV per formula unit
Lower spinodal T0 = 300.0000 K
Upper spinodal T1 = 303.3750 K (numerical: 303.3750 K)
Ratio (T1-T0)/(Tc-T0) = 1.1250
Ordered eta at T0 = 0.3000, at T1 = 0.1500
Barrier at Tc = 0.0750 J/mol at eta = 0.1000
Ordered phase at Tc: curvature along u 60.0 J/mol, along v 540.0 J/mol
Negative stationary point at 298 K: u = -0.0393
  curvature along u 44.6 J/mol, along v -106.1 J/mol
```
